# Access-Region Resistance of a Monolayer Contact

## Problem

An n-type semiconducting monolayer joins a metal contact to the gated channel of a transistor. Between the contact edge and the channel lies an access region of length $L=10$ nm, measured along the current. Its sheet density is $n=10^{13}$ cm$^{-2}$, its low-field electron mobility is $\mu=50$ cm$^2$/Vs, and the temperature is 300 K.

(a) What resistance, multiplied by the device width $W$, does this region add on one side of the device?

(b) How does the answer change if the density rises linearly from $0.5\times10^{13}$ to $1.5\times10^{13}$ cm$^{-2}$ along the region, with the same mean density and mobility?

(c) Is 10 nm long enough for a mobility to describe the transport, and what resistance remains when $L$ goes to zero?

(d) What happens at a current of 100 µA/µm?

The symbol $q$ is the positive elementary charge, and $F$ is the magnitude of the electric field. Current and voltage drop are also taken as magnitudes, so the negative charge of the electron introduces no signs. The mobility is defined by the drift speed, $v=\mu F$ at low field.

Parts (c) and (d) need more parameters. I take an effective mass of 0.5 electron masses, a spin-valley degeneracy $g=4$ and a saturation velocity of $3\times10^6$ cm/s. These are rough values typical of n-type transition-metal dichalcogenide monolayers, and no particular compound is meant.

## First estimate by scaling

Identical pieces of a uniform conductor placed end to end add their resistances, and identical strips placed side by side add their conductances. If transport is local, then

$$
R=\rho\,\frac{L}{W},
$$

where $\rho$ is a sheet resistance that does not depend on $L$ or $W$.

Suppose that $\rho$ depends on $q$, $n$ and $\mu$ alone, and write $\rho=Cq^a n^b\mu^c$ with a pure number $C$. The units are V s/C for $\rho$, C for $q$, m$^{-2}$ for $n$ and m$^2$/(V s) for $\mu$. Matching volts gives $c=-1$, and seconds give the same. Matching coulombs gives $a=-1$. Matching metres gives $-2b+2c=0$, hence $b=-1$. Therefore

$$
RW=C\,\frac{L}{qn\mu}.
$$

Scaling cannot supply $C$. With $C=1$ and $q$ rounded to $2\times10^{-19}$ C, the product $qn\mu$ is $10^{-4}$ S. The sheet resistance is then $10^4$ ohm per square, and with $L=0.01$ µm the estimate is $RW\approx100$ ohm µm.

The mean free path can be estimated similarly. A typical wavenumber is $\sqrt n$, the inverse spacing of the electrons, so a typical momentum is $\hbar\sqrt n$. The relaxation time $\tau$ is related to the mobility by $\mu=q\tau/m$, so momentum divided by mass, times $\tau$, gives

$$
l\sim\frac{\hbar\sqrt n}{m}\,\frac{\mu m}{q}=\frac{\hbar\sqrt n\,\mu}{q}\approx1\ \text{nm}.
$$

This is well below 10 nm, which supports the local picture.

## Exact solution of the diffusive model

### The sheet conductance

To find $C$, consider a parabolic band with masses $m_x$ and $m_y$ and a constant relaxation time $\tau$. Let $x$ point along the force on the electrons. In a steady, uniform state the Boltzmann equation is

$$
\frac{qF}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau},
$$

where $f_0(E)$ is the Fermi function. To first order in $F$, $f$ on the left may be replaced by $f_0$. Since $\partial E/\partial k_x=\hbar v_x$,

$$
f-f_0=-\frac{qF\tau}{\hbar}\frac{\partial f_0}{\partial k_x}
=qF\tau v_x\left(-\frac{df_0}{dE}\right).
$$

The equilibrium part carries no net current. The current per width is therefore

$$
\frac IW=gq\int\frac{d^2k}{4\pi^2}\,v_x(f-f_0)
=gq^2\tau F\int\frac{d^2k}{4\pi^2}\,v_x^2\left(-\frac{df_0}{dE}\right).
$$

One factor $v_x$ can be absorbed by writing $v_x(-df_0/dE)=-(1/\hbar)\,\partial f_0/\partial k_x$. Integration by parts over $k_x$ moves the derivative onto the other factor, $v_x=\hbar k_x/m_x$. The boundary term vanishes because $f_0$ falls exponentially at large energy. Thus

$$
g\int\frac{d^2k}{4\pi^2}v_x^2\left(-\frac{df_0}{dE}\right)
=\frac g\hbar\int\frac{d^2k}{4\pi^2}f_0\frac{\partial v_x}{\partial k_x}
=\frac{n}{m_x}.
$$

With $\mu=q\tau/m_x$, the sheet conductance $\sigma=(I/W)/F$ is

$$
\sigma=\frac{q^2n\tau}{m_x}=qn\mu .
$$

Once $n$ and $\mu$ are given, neither the mass nor the degree of degeneracy enters. Direct summation over $k$ at 300 K tested this for mass pairs $(0.5,0.5)$ and $(0.3,0.8)$, in electron masses. The larger relative deviation from $qn\mu$ was $4\times10^{-14}$.

### Part (a): uniform density

The voltage drop is $V=FL$ and the current is $I=\sigma FW$. Their ratio gives

$$
RW=\frac{VW}{I}=\frac{L}{\sigma}=\frac{L}{qn\mu},
$$

so $C=1$. The areas in $n$ and $\mu$ cancel when both are expressed in centimetres:

$$
\sigma=(1.602\times10^{-19}\ \text{C})(10^{13}\ \text{cm}^{-2})(50\ \text{cm}^2/\text{Vs})
=80.11\ \mu\text{S}.
$$

The inverse is $R_{\rm sh}=12483$ ohm per square. The length must be in micrometres if the answer is to be in ohm µm:

$$
RW=12483\times0.010=124.8\ \text{ohm µm}=0.1248\ \text{ohm mm}.
$$

This belongs to one side. Equal access regions at source and drain together add 249.7 ohm µm.

### Part (b): varying density

When the density varies, electrons diffuse as well as drift. Both effects are included if the local voltage $\Phi(x)$ is taken as the electrochemical potential divided by $q$. For a drop measured along the current,

$$
\frac IW=q\mu n(x)\left|\frac{d\Phi}{dx}\right|.
$$

In steady state $I$ is the same at every $x$. Solving for the gradient and integrating gives

$$
RW=\frac{1}{q\mu}\int_0^L\frac{dx}{n(x)}.
$$

For $n(x)=n_1+(n_2-n_1)x/L$, use $n$ as the integration variable, with $dx=L\,dn/(n_2-n_1)$:

$$
RW=\frac{L}{q\mu}\,\frac{\ln(n_2/n_1)}{n_2-n_1}.
$$

Let $\bar n=(n_1+n_2)/2$. Relative to a uniform region of density $\bar n$, the resistance is multiplied by

$$
\bar n\,\frac{\ln(n_2/n_1)}{n_2-n_1}
=\ln3=1.0986,
$$

because here $n_2-n_1=\bar n$ and $n_2/n_1=3$. The result is 137.1 ohm µm. A numerical solution of the continuity equation on 400 cells agreed with this formula within the test tolerance of one part in $10^4$.

For a weak gradient, set $n_{1,2}=\bar n(1\mp\delta)$. The factor becomes

$$
\frac{1}{2\delta}\ln\frac{1+\delta}{1-\delta}=1+\frac{\delta^2}{3}+\cdots,
$$

so the first-order change cancels between the two halves. As $\delta\to1$ the factor diverges logarithmically, because one end is depleted. A short depleted segment can therefore matter more than the mean density suggests.

### Part (c): the short-length limit

The diffusive formula vanishes at $L=0$, but a conductor of finite width has a finite number of transverse modes and cannot have zero resistance between its reservoirs. At wavenumber $k$, the transverse component runs from $-k$ to $k$ in steps of $2\pi/W$, which gives $kW/\pi$ modes. Each mode conducts $q^2/h$ for each of the $g$ spin-valley states. At zero temperature the ballistic resistance is therefore

$$
R_{\rm ball}W=\frac{\pi h}{gq^2k_F}.
$$

The filled Fermi disc contains $n=gk_F^2/(4\pi)$ electrons per area, so $k_F=\sqrt{4\pi n/g}=0.560$ nm$^{-1}$. This gives $R_{\rm ball}W=36.2$ ohm µm at 0 K.

The mean free path at the Fermi energy is

$$
l=v_F\tau=\frac{\hbar k_F}{m}\,\frac{\mu m}{q}=\frac{\hbar k_F\mu}{q}=1.84\ \text{nm}.
$$

For a conductor of length $L$, take the mean transmission per mode to be $T=\lambda/(\lambda+L)$. This form gives one at $L=0$ and falls as $1/L$ for long conductors. The length $\lambda$ follows from the diffusive limit. Inserting $n$ and $\mu=ql/(\hbar k_F)$ into $\sigma=qn\mu$ gives

$$
\sigma=q\,\frac{gk_F^2}{4\pi}\,\frac{ql}{\hbar k_F}
=\frac{gq^2k_Fl}{4\pi\hbar}
=\frac{gq^2k_Fl}{2h},
$$

where $\hbar=h/2\pi$ was used. For $L\gg\lambda$ the mode picture gives $\sigma=(gq^2/h)(k_F/\pi)\lambda$. Equating the two yields $\lambda=\pi l/2$, here 2.9 nm. Dividing $R_{\rm ball}$ by $T$ now gives

$$
RW=R_{\rm ball}W\left(1+\frac L\lambda\right)
=R_{\rm ball}W+R_{\rm sh}L,
$$

since $R_{\rm ball}W/\lambda=1/\sigma$. The access term is the part that grows with length. The ballistic term occurs once for the path between the reservoirs. If it is already included in a quoted contact resistance, it must not be added again.

The assumed form of $T$ was compared with a numerical solution of the Boltzmann equation for a slab with isotropic scattering, at the Fermi energy. For $L=10$ nm the solution gives $T=0.2226$. Comparing this length with twice the length gives a growth of $1/T$ equal to 1.0000 times the diffusive value. The part of $1/T$ left after subtracting $L/\lambda$ is 1.042 instead of 1. In this model the series formula thus has the right slope at these lengths, and its constant term is low by about 4 percent of $R_{\rm ball}$, or 1.5 ohm µm.

At 300 K the mode number must be averaged with the weight $-df_0/dE$, and the ballistic term rises to 50.7 ohm µm. The cause can be traced. The weight integrates over the band to $f_0(0)$, the occupation at the band edge. With a constant density of states $D$, the density is

$$
n=Dk_BT\ln\!\left(1+e^{\eta}\right)=DE_F,
$$

where $\eta$ is the Fermi level above the band edge in units of $k_BT$, and $E_F=0.0239$ eV is the Fermi energy at 0 K for the same density. Hence $1+e^\eta=e^{E_F/k_BT}$ and

$$
f_0(0)=\frac{e^\eta}{1+e^\eta}=1-e^{-E_F/k_BT}\approx0.60,
$$

using $k_BT=0.0259$ eV. The conductance falls less than this, to $36.2/50.7=0.71$ of its cold value, because the mean wavenumber under the normalized weight is about 1.18 times $k_F$. Unlike the 0 K value, the 300 K value depends on the mass: for 0.3 electron masses it is 43.6 ohm µm. A spin splitting of 30 meV in the conduction band adds about 1 ohm µm.

Adding the thermal ballistic term to the access term gives $50.7+124.8=175.5$ ohm µm. This sum lets electrons of different energies share one potential where the two terms join. If scattering is purely elastic, each energy is a separate channel with ballistic conductance $a_i$ and diffusive conductance $b_i$ in series. Its total conductance is

$$
\frac{a_ib_i}{a_i+b_i}=\min_s\left[a_is^2+b_i(1-s)^2\right],
$$

with the minimum at $s=b_i/(a_i+b_i)$. A sum of separate minima cannot exceed the minimum of the summed expression, which has one common $s$. Separate channels therefore conduct no better than the simple series sum. With $T=\lambda/(\lambda+L)$ at each energy, the energy-resolved result is 180.1 ohm µm, which is 4.6 ohm µm or 2.6 percent above the sum. Using the slab Boltzmann transmission at each energy instead raises it to 182.4 ohm µm, 3.9 percent above the sum.

A length of 10 nm is about 3.5 times the 0 K value of $\lambda$. At 300 K the ballistic term is larger, and the ratio of the diffusive to the ballistic term is $124.8/50.7=2.5$. The diffusive term still dominates, with 71 percent of the simple sum. That figure charges the whole two-reservoir ballistic term to this region; if half of it is assigned to each contact, the share on one side is 83 percent. There is a further reservation: $k_Fl=1.03$ with the 0 K formulas, and the conductance-weighted average of $kl$ at 300 K is about 2.8. In both cases $kl<2\pi$, so an electron travels only a fraction of a wavelength between collisions. The semiclassical mean free path is then an estimate. The formula $R_{\rm sh}L$ is less exposed to this doubt if $\mu$ is obtained from the measured sheet conductance at the same density and temperature.

### Part (d): larger current

At fixed density, the current fixes the drift speed through $v=I/(Wqn)$. A simple model of velocity saturation is

$$
v=\frac{\mu F}{1+\mu F/v_s}.
$$

Multiplying by the denominator gives $v+v\mu F/v_s=\mu F$. Collecting the terms in $F$ gives

$$
F=\frac{v}{\mu(1-v/v_s)}.
$$

The static resistance, total voltage divided by total current, is then

$$
RW=\frac{FL}{I/W}=\frac{FL}{qnv}=\frac{L}{qn\mu}\,\frac{1}{1-v/v_s}.
$$

At 100 µA/µm, $v=6.24\times10^5$ cm/s and $v/v_s=0.208$. The factor is 1.263, which raises the access term to 157.6 ohm µm. The field is 0.0158 MV/cm and the voltage drop is 15.8 mV. At 10 µA/µm the factor is 1.021 and the access term is 127.5 ohm µm.

The model has no solution once $I/W$ reaches $qnv_s$, about 480 µA/µm. It also assumes that the velocity follows the local field. Over a few mean free paths that is uncertain. In crossing the region an electron gains only about 16 meV from the field, less than $k_BT$. Whether the heating and phonon emission behind saturation can develop within 10 nm depends on the energy relaxation time, which this model does not contain. A larger uncertainty is the assumed shape of $v(F)$. The law above has a correction linear in $F$. The more general local form $v=\mu F/[1+(\mu F/v_s)^\beta]^{1/\beta}$ gives the factor $[1-(v/v_s)^\beta]^{-1/\beta}$, which at 100 µA/µm is 1.263 for $\beta=1$, 1.069 for $\beta=1.5$ and 1.022 for $\beta=2$ (127.6 ohm µm). A local heating balance, $qFv=k_B(T_e-T)/\tau_E$ with a mobility proportional to $1/T_e$, gives $1/(1-v^2/v_s^2)=1.045$. In that balance $v_s^2=k_BT\mu/(q\tau_E)$, so $\tau_E\approx0.14$ ps, shorter than the drift crossing time $L/v=1.6$ ps. The 26 percent increase, and the 2 percent at 10 µA/µm, therefore belong to the choice $\beta=1$. Within these models the increase at 100 µA/µm lies between about 2 and 26 percent.

## Comparison of the two

For part (a), scaling gave 100 ohm µm and the solution gives 124.8 ohm µm. The estimate is 20 percent low relative to the solution. The whole difference comes from rounding the charge, since $1.602/2=0.80$. The dependence on $L$, $n$ and $\mu$ was already correct, and the transport calculation added the proof that $C=1$.

For the mean free path, the estimate was 1 nm and the degenerate formula gives 1.84 nm. Here the difference is a real numerical factor: with $g=4$, $k_F=\sqrt{\pi n}$, so the estimate lacks $\sqrt\pi=1.77$. Both values support the use of a diffusive term at 10 nm. The scaling argument for the resistance cannot reveal the ballistic term, because its assumption $R\propto L$ excludes that term from the start.

For real n-type dichalcogenide monolayers, a room-temperature mobility of some tens of cm$^2$/Vs is a reasonable rough value, and $10^{13}$ cm$^{-2}$ is a high density that needs strong gating or doping. The access region may not keep this density if the gate does not cover it. At the same mobility, half the density doubles the access term to about 250 ohm µm. Heating also matters: if the mobility falls as $1/T$, a rough assumption, the term at 400 K and fixed density is $124.8\times4/3=166.4$ ohm µm. A steeper law, $T^{-1.5}$ or $T^{-2}$, would give 192 or 222 ohm µm. The resistance of the metal-semiconductor interface is separate from all these values and must be found by other means.

## Computed values

```
INPUTS
sheet density = 1.00e+13 cm^-2
mobility = 50.0 cm2/Vs
access length = 10.0 nm
temperature = 300 K
rough mass = 0.50 electron masses
spin-valley degeneracy = 4 (number)
rough saturation velocity = 3.0e+06 cm/s
MAIN RESULT
elementary charge = 1.602177e-19 C
sheet conductance = 80.11 uS
sheet resistance = 12483.0 ohm per square
access length = 0.010 um
one access region = 124.83 ohm um
one access region = 0.12483 ohm mm
two access regions = 249.66 ohm um
numerical access = 124.83 ohm um
largest band-sum error = 3.9e-14 (ratio)
DENSITY PROFILE
left density = 5.00e+12 cm^-2
right density = 1.50e+13 cm^-2
profile factor = 1.0986 (ratio)
profile access = 137.14 ohm um
DIFFUSION AND BALLISTIC TERM
Fermi wavenumber = 0.560 nm^-1
zero-temperature Fermi energy = 0.0239 eV
thermal energy = 0.0259 eV
mean free path, degenerate = 1.84 nm
k_F times mean free path = 1.03 (ratio)
ballistic term at 0 K = 36.2 ohm um
ballistic term at 300 K = 50.7 ohm um
slab transmission = 0.2226 (ratio)
slab slope / diffusive slope = 1.0000 (ratio)
slab intercept / ballistic = 1.0418 (ratio)
series total at 300 K = 175.5 ohm um
energy-channel total = 180.1 ohm um
OTHER LIMITS
current per width = 10 uA/um
  drift speed = 6.24e+04 cm/s
  field = 0.00127 MV/cm
  voltage drop = 1.27 mV
  saturation factor = 1.021 (ratio)
  access = 127.5 ohm um
current per width = 100 uA/um
  drift speed = 6.24e+05 cm/s
  field = 0.01576 MV/cm
  voltage drop = 15.76 mV
  saturation factor = 1.263 (ratio)
  access = 157.6 ohm um
hot temperature = 400 K
access when hot = 166.4 ohm um
interference scale = 15.4 percent
```
